# Star-Function Interpolation of Bands and Its Velocity Errors at Crossings

A two-band model is sampled on a $64\times64$ mesh of wave vectors. A smooth interpolant passes through every eigenvalue, yet the sheet conductance computed from it at 300 K is 39 % too low. If the same eigenvalues are first regrouped into two other lists, the same algorithm reproduces the reference value, 1.96114 mS, to every printed digit, even on a $16\times16$ mesh. The data and the mesh therefore suffice. What fails is the interpolation of bands numbered by energy where they cross.

## The interpolant and its roughness

Take a square lattice with constant $a$, lattice vectors $\mathbf R=a(n_1,n_2)$ and point group $C_{4v}$, which has eight operations $g$. A star is the set of $n_m$ distinct vectors generated from one $\mathbf R_m$. Its star function is

$$S_m(\mathbf k)=\frac18\sum_g e^{i\mathbf k\cdot g\mathbf R_m}=\frac1{n_m}\sum_{\mathbf R\in m}e^{i\mathbf k\cdot\mathbf R}.$$

The two forms agree because each vector of the star is reached $8/n_m$ times. The group contains $\mathbf R\to-\mathbf R$, so $S_m$ is real. We seek

$$\tilde\varepsilon(\mathbf k)=c_0+\sum_{m\ge1}c_mS_m(\mathbf k),\qquad |\mathbf R_m|\le 2Na,$$

on an $N\times N$ mesh with $N$ even and spacing $h=2\pi/(Na)$. For $N=16$ there are 45 symmetry-distinct points and 429 stars, so interpolation alone leaves the coefficients undetermined. The remaining freedom is used to minimize

$$J=\big\langle(\tilde\varepsilon-c_0+C_1a^2\nabla^2\tilde\varepsilon)^2\big\rangle+C_2a^6\big\langle|\nabla\nabla^2\tilde\varepsilon|^2\big\rangle ,$$

where $\langle\cdot\rangle$ is the average over the Brillouin zone and $C_1=C_2=3/4$.

Each plane wave in star $m$ has coefficient $e_{\mathbf R}=c_m/n_m$. Acting on it, $\nabla^2$ gives $-R^2$ and $\nabla\nabla^2$ gives $-i\mathbf R R^2$, whose squared modulus is $R^6$. Different plane waves are orthogonal under the average. With $x=R/a$,

$$J=\sum_{\mathbf R\ne0}\rho_{\mathbf R}|e_{\mathbf R}|^2,\qquad \rho=(1-C_1x^2)^2+C_2x^6 .$$

A star contributes $n_m\rho_m(c_m/n_m)^2$, hence

$$J=\sum_{m\ge1}w_mc_m^2,\qquad w_m=\rho_m/n_m>0 .$$

Using $\rho_m$ without the factor $1/n_m$ would define a different roughness. For a fit with $N=6$, quadrature of the derivative form gives 5.586628 eV² and the star sum 5.586629 eV².

## The linear system

Let $\varepsilon_j$ be the energy at point $\mathbf k_j$. Make

$$L=\tfrac12\sum_{m\ge1} w_mc_m^2-\sum_j\lambda_j\Big[c_0+\sum_{m\ge1} c_mS_m(\mathbf k_j)-\varepsilon_j\Big]$$

stationary. The derivatives with respect to $c_m$ and $c_0$ give

$$c_m=\frac1{w_m}\sum_j\lambda_jS_m(\mathbf k_j),\qquad \sum_j\lambda_j=0 .$$

Inserting the first relation into the constraints leaves

$$c_0+\sum_jH_{ij}\lambda_j=\varepsilon_i,\qquad H_{ij}=\sum_{m\ge1}\frac{S_m(\mathbf k_i)S_m(\mathbf k_j)}{w_m}.$$

To see when this system is regular, set all $\varepsilon_i=0$, multiply by $\lambda_i$ and sum. The $c_0$ term vanishes because $\sum_i\lambda_i=0$, so

$$0=\sum_{m\ge1}\frac1{w_m}\Big[\sum_j\lambda_jS_m(\mathbf k_j)\Big]^2 .$$

Every bracket is zero. Together with $\sum_j\lambda_j=0$ this gives $\sum_j\lambda_jF(\mathbf k_j)=0$ for every combination $F$ of the star functions and the constant. If such combinations can take arbitrary values at the sampled points, we may choose $F$ equal to 1 at one point and 0 at the others. Each $\lambda_j$ therefore vanishes, and then so does $c_0$. The solution is thus unique. On the present mesh the condition holds: symmetric mesh functions are spanned by harmonics with $|n_1|,|n_2|\le N/2$, all of which lie inside the cutoff.

The algorithm has four steps:

1. List the symmetry-distinct points and the stars.
2. Form $H$ and border it with a row and a column of ones and a zero corner.
3. Solve for $(\lambda,c_0)$, with one right-hand side per band.
4. Form $c_m$ and differentiate the star sum analytically: $\tilde{\mathbf v}=\hbar^{-1}\sum_mc_m\nabla S_m$.

## What happens to each harmonic

On the mesh, $e^{i\mathbf k\cdot\mathbf R}$ is unchanged when $N$ is added to $n_1$ or $n_2$. The data therefore fix only the sum over each alias class, $\sum_{\mathbf R\equiv\mathbf r}e_{\mathbf R}=f_{\mathbf r}$, where $f_{\mathbf r}$ is the discrete Fourier coefficient of the data. The classes decouple. Minimizing $\sum\rho_{\mathbf R}|e_{\mathbf R}|^2$ within one class makes $\rho_{\mathbf R}e_{\mathbf R}$ constant, and the constraint sets that constant:

$$e_{\mathbf R}=f_{\mathbf r}\,\frac{\rho_{\mathbf R}^{-1}}{\sum_{\mathbf R'\equiv\mathbf r}\rho_{\mathbf R'}^{-1}}\qquad(\mathbf r\not\equiv0).$$

For $\mathbf r\equiv0$ the constant costs nothing and takes all of $f_0$. Functional, data and cutoff are symmetric and the minimizer is unique, so it is constant on each star and coincides with the star fit. A test at $N=16$ on the lower band defined below found a largest difference of $9.1\times10^{-14}$ eV between this formula and the linear system.

## The error for a smooth band

The model has two orbitals of opposite parity under reflection in the lattice plane:

$$\varepsilon_a=E_a-2t_a\gamma,\quad \varepsilon_b=E_b+2t_b\gamma,\quad \gamma=\cos k_xa+\cos k_ya,$$

with $t_a=0.5$ eV, $t_b=0.3$ eV, $E_a=-E_b=0.56$ eV and $a=0.40$ nm. Each band contains just the constant and the first star, for which $\rho_1=(1/4)^2+3/4=0.8125$.

A first alias along an axis has $R\approx Na$ and $\rho\approx C_2N^6$. It receives the fraction

$$s=\frac{\rho_1}{C_2N^6}=\frac{1.083}{N^6}$$

of its harmonic, to leading order in $1/N$. The aliases of $n_1=1$ at distances $N\mp1$ differ from this by $(1\mp1/N)^{-6}$, about 1.5 and 0.7 at $N=16$; in the derivative these opposite corrections carry a factor $\sin k_xa$ and hardly affect the largest error found below. Diagonal aliases, with $R^2\approx2N^2a^2$, receive $s/8$. Differentiation multiplies these terms by about $N$, so the velocity error is of order $N^{-5}$.

The prefactor on the line $k_y=0$ follows by summing the first aliases. Write $x=k_xa$.

- The harmonic $\cos k_xa$ has coefficient $1/2$ at $n_1=\pm1$. Its axis aliases add the derivative $-sN[\sin(N+1)x+\sin(N-1)x]=-2sN\sin Nx\cos x$ to leading order.
- The harmonic $\cos k_ya$ has aliases $(\pm N,\pm1)$. They add $2s\cos Nx$ to the energy and $-2sN\sin Nx$ to the derivative.
- For each axis alias there are two diagonal ones with the same $x$ dependence to leading order, which multiplies both results by $1+2/8=5/4$.

The error of $d\gamma/dx$ is then $-\tfrac52sN\sin Nx\,(1+\cos x)$. Its largest magnitude, near $x=\pi/(2N)$, is about $5sN=5.42/N^5$. For band $a$ we multiply by $2t_aa/\hbar=6.08\times10^5$ m/s and obtain 3.14 m/s at $N=16$. The computed maximum is 3.18 m/s, and the computed exponent between $N=16$ and 32 is 5.014.

## Why a crossing defeats refinement

The bands meet where $\gamma=(E_a-E_b)/[2(t_a+t_b)]=1.12/1.6=0.7$, a closed contour around the zone centre. On $k_y=0$ this means $\cos k_xa=-0.3$, or $k_xa=1.8755$, at energy $0.56-0.70=-0.14$ eV. Inside the contour band $a$ is lower; outside it band $b$ is. The energy-ordered lower band is therefore continuous but has a kink, with one-sided velocities

$$v_-=\frac{2t_aa}\hbar\sin k_xa=5.797\times10^5\ \text{m/s},\qquad v_+=-\frac{2t_ba}\hbar\sin k_xa=-3.478\times10^5\ \text{m/s}.$$

The jump is $D=|v_--v_+|=9.275\times10^5$ m/s. The interpolated velocity $\tilde v$ is a finite sum of smooth functions and has one value at the crossing. By the triangle inequality,

$$D\le|v_--\tilde v|+|\tilde v-v_+|\le2\max\big(|v_--\tilde v|,|\tilde v-v_+|\big).$$

On at least one side the error reaches $D/2$ in the limit of approach. Neither $N$ nor the weight $\rho$ enters, so the bound holds for any interpolant with a continuous derivative.

At $N=64$, $\tilde v=0.617\times10^5$ m/s at the crossing. The errors on the two sides are $5.18\times10^5$ and $4.09\times10^5$ m/s, and they add up to $D$. The largest error found on the line is 0.605, 0.530 and 0.559 of $D$ for $N=16$, 32 and 64. It does not decrease steadily. To leading order in $h$ the bands are straight near the crossing, and $\rho\propto R^6$ at large $R$ sets no length of its own. The ratio on this line then depends only on where the crossing lies between mesh points, which differs each time: 0.22, 0.45 and 0.10 of a spacing from the nearest one.

### The mean error still converges

Consider the one-dimensional problem normal to a straight kink, with $R$ and $r$ now integers. A slope jump gives Fourier coefficients $\varepsilon_R$ of order $R^{-2}$. The mean square velocity error is proportional to the sum of $R^2|e_R-\varepsilon_R|^2$, which has these parts:

- Harmonics beyond $N/2$ in the true band contribute $\sum_{R>N/2}R^2R^{-4}\sim N^{-1}$.
- Aliasing changes $f_r$ by order $N^{-2}$ and contributes $\sum_{r<N/2}r^2N^{-4}\sim N^{-1}$.
- A fraction of order $(r/N)^6$ of $f_r$ is moved to $R\sim N$. This contributes $\sum_r N^2r^{-4}(r/N)^{12}\sim N^{-1}$, and its removal from $r$ contributes $\sum_r r^2r^{-4}(r/N)^{12}\sim N^{-1}$.

Cross terms cannot exceed this order. The harmonics beyond $2N$ are wholly absent from the interpolant and alone contribute order $N^{-1}$, so the order is attained. The root-mean-square (rms) error thus scales as $N^{-1/2}$, that is, as $h^{1/2}$. Moreover, the fraction of the zone where the error exceeds $\eta D$ is at most the mean square error divided by $\eta^2D^2$. For fixed $\eta$ the faulty strip therefore shrinks at least as fast as $h$.

For the curved contour of the model this argument is a local approximation. The computed zone rms error falls from $1.159\times10^5$ to $0.580\times10^5$ m/s between $N=16$ and 64, an exponent of 0.499. On the line $k_y=0$, the width with error above $0.1D$ is 1.34, 1.24 and 1.49 mesh spacings for the three meshes.

## From velocity error to conductance

The interpolant is linear in the data. At every mesh point the lower and upper energies have the same sum as $\varepsilon_a$ and $\varepsilon_b$, so the interpolated sums are identical too. The large errors of the two ordered bands must cancel in the sum of velocities. At $N=16$ that sum is wrong by at most 1.27 m/s on the line, while the lower band alone is wrong by $5.6\times10^5$ m/s.

Transport contains squares. At the crossing write $\tilde v_{\rm low}=v_a-\theta D$, where $v_a=v_-$ and $v_b=v_+$. Neglecting the smooth-band error, the sum rule gives $\tilde v_{\rm up}=v_b+\theta D$. With $v_a-v_b=D$,

$$\tilde v_{\rm low}^2+\tilde v_{\rm up}^2-v_a^2-v_b^2=-2\theta D(v_a-v_b)+2\theta^2D^2=-2\theta(1-\theta)D^2 .$$

This is negative whenever $\tilde v_{\rm low}$ lies between the two true velocities. At $N=64$, $\theta=0.5585$ and the change is $-0.493D^2=-42.4\times10^{10}$ m²/s². The true sum is $45.7\times10^{10}$ m²/s², so about 93 % of it is lost at this point.

The sheet conductance, with two spins and constant relaxation time $\tau=10$ fs, is

$$G=2e^2\tau\sum_n\int\frac{d^2k}{(2\pi)^2}\,v_{n,x}^2\left(-\frac{\partial f}{\partial E}\right)_{E=\varepsilon_n}.$$

The chemical potential is set to the crossing energy.

| $N$ | $G$, energy order (mS) | Error | False separation (meV) |
|---|---|---|---|
| 16 | 0.408 | −79 % | 130 |
| 32 | 0.647 | −67 % | 98 |
| 64 | 1.189 | −39 % | 15 |

The last column is the distance between the interpolated bands at the crossing on $k_y=0$, where the true distance is zero. It is small at $N=64$, where a mesh point with nearly equal energies lies only 0.10 of a spacing away. A small separation does not imply correct velocities: at the same point they are still wrong by about half the jump. The column also describes only one point of the contour, whereas the conductance averages over all of it.

The slow convergence has a length scale. At 300 K, $k_BT=0.026$ eV, and band $a$ traverses this energy in $k_BT/(\hbar|v_a|)\approx0.07$ nm⁻¹. The finest spacing is 0.245 nm⁻¹, so the faulty strip still covers much of the thermal window. Once the strip is much narrower than the window, the relative error should fall roughly as $h$; the drop by a factor 1.7 from $N=32$ to 64 is already close to that law.

## Avoided crossings

Let a constant coupling $\Delta$ break the reflection symmetry. The lower energy becomes

$$\varepsilon_{\rm low}=\frac{\varepsilon_a+\varepsilon_b}2-\sqrt{\Big(\frac{\varepsilon_a-\varepsilon_b}2\Big)^2+\Delta^2}.$$

At distance $q$ from the former crossing, linearization gives $(\varepsilon_a-\varepsilon_b)/2=\hbar Dq/2$. Differentiating,

$$v_{\rm low}=\frac{v_a+v_b}2-\frac D2\,\frac{q}{\sqrt{q^2+\kappa^2}},\qquad \kappa=\frac{2\Delta}{\hbar D}.$$

The jump is now spread over a width $\kappa$. The square root has branch points at $q=\pm i\kappa$, so Fourier coefficients decay as $e^{-\kappa R}$ apart from powers of $R$. At the largest resolved distance, $R=Na/2=\pi/h$, the factor is $e^{-\pi\kappa/h}$. The mesh must therefore satisfy $h\lesssim\kappa$ before refinement pays quickly. Here $\kappa$ is the value on $k_y=0$; it varies along the contour with the normal velocity jump and is about 28 % smaller on the diagonal. The gain does not stay exponential: the share moved to the aliases leaves an error of order $N^{-5}$, as for any smooth band. At $\Delta=0.30$ eV and $N=64$ the error, $1.5\times10^{-5}D$, already exceeds the factor $e^{-\pi\kappa/h}\approx3\times10^{-6}$.

| $\Delta$ (eV) | $N$ | $h/\kappa$ | Largest error$/D$ |
|---|---|---|---|
| 0.02 | 64 | 3.75 | 0.136 |
| 0.10 | 16 | 3.00 | 0.148 |
| 0.10 | 64 | 0.75 | 0.0018 |
| 0.30 | 32 | 0.50 | 0.0013 |

The errors are taken on $k_y=0$. For $\Delta=0$ no mesh meets the condition, and the half-jump bound returns.

## Cures and their limits

In this model the cure is to connect eigenvalues by reflection parity. Both lists are then smooth, and the velocity error at $N=64$ drops from $5.2\times10^5$ to $3.1\times10^{-3}$ m/s. That tiny number reflects bands made of the first star alone. A harmonic of longer range has a larger $\rho_m$ and loses a larger fraction, about $\rho_m/\rho_{\mathbf R}$, to an alias at $\mathbf R$. For an axis harmonic $n$ the nearest alias lies at $N-n$, so its share exceeds $\rho_m/(C_2N^6)$ by $(1-n/N)^{-6}$, about 5.6 at $n=N/4$.

With $\Delta\ne0$, parity no longer labels the bands. One can instead interpolate the smooth matrix elements $\varepsilon_a$, $\varepsilon_b$ and $\Delta$ and diagonalize afterwards. Given smooth matrix elements, the same route also handles an isolated conical point, where the energies vary as $\pm|\mathbf q|$. A label followed continuously around the point stays on one sheet of the cone, and each sheet has a kink at the tip, so relabelling cannot make both bands smooth.

For a real reflection-symmetric monolayer, a lattice constant of 0.4 nm and hoppings of some tenths of an eV are ordinary magnitudes, and 10 fs is a plausible order for a metallic relaxation time at room temperature. The percentage errors do not depend on $\tau$, which cancels in the ratio. One feature is special: both energies depend on $\gamma$ alone, so the whole crossing contour has one energy and the chemical potential touches all of it. In a material the crossing energy generally varies along the contour. If it varies by much more than both $k_BT$ and the energy $\hbar|v|h$ that a band traverses in one mesh spacing, only parts of the Fermi contour are affected, and the conductance error is smaller; by how much depends on their share and on the size of the jump relative to the velocities on the rest of the Fermi contour. Spin–orbit coupling can also mix opposite orbital parities with opposite spins and open a gap; the relevant comparison is then $h$ with $\kappa$. The numerical output below lists the values for all three meshes.

## Computed results

```
lattice constant a = 0.40 nm; C1 = 0.75, C2 = 0.75
t_a = 0.5 eV, t_b = 0.3 eV, E_a = 0.56 eV, E_b = -0.56 eV
N=6 roughness: quadrature 5.586628, star sum 5.586629 eV^2
N=16 largest difference from alias formula = 9.1e-14 eV
crossing: kx = 4.6887 nm^-1 (kx a = 1.8755), ky = 0
crossing energy = -0.1400 eV
lower-band velocity left of crossing  = 5.7972e+05 m/s
lower-band velocity right of crossing = -3.4783e+05 m/s
velocity jump = 9.2754e+05 m/s, half of it = 4.6377e+05 m/s
N = 16: 45 points, 429 stars (with R=0), spacing 0.9817 nm^-1
  energy order: largest velocity error on line 5.6112e+05 m/s = 0.6050 of jump
  interpolated lower-band velocity at crossing 2.1329e+05 m/s
  width with error above 0.1 jump 1.3129 nm^-1
  zone rms velocity error, lower band 1.1593e+05 m/s
  false band separation at crossing 129.885 meV
  error of lower+upper velocity sum 1.27e+00 m/s
  character order: largest velocity error 3.18e+00 m/s
N = 32: 153 points, 1662 stars (with R=0), spacing 0.4909 nm^-1
  energy order: largest velocity error on line 4.9127e+05 m/s = 0.5296 of jump
  interpolated lower-band velocity at crossing 1.4344e+05 m/s
  width with error above 0.1 jump 0.6100 nm^-1
  zone rms velocity error, lower band 8.2723e+04 m/s
  false band separation at crossing 97.528 meV
  error of lower+upper velocity sum 3.94e-02 m/s
  character order: largest velocity error 9.85e-02 m/s
N = 64: 561 points, 6539 stars (with R=0), spacing 0.2454 nm^-1
  energy order: largest velocity error on line 5.1807e+05 m/s = 0.5585 of jump
  interpolated lower-band velocity at crossing 6.1650e+04 m/s
  width with error above 0.1 jump 0.3652 nm^-1
  zone rms velocity error, lower band 5.8016e+04 m/s
  false band separation at crossing 15.338 meV
  error of lower+upper velocity sum 1.23e-03 m/s
  character order: largest velocity error 3.07e-03 m/s
smooth-band velocity error exponent, N 16 to 32: 5.014
crossing rms error exponent, N 16 to 64: 0.499
avoided crossing: Delta (eV), N, h/kappa, largest error/jump
  0.02   16   14.984  4.12e-01
  0.02   32    7.492  2.97e-01
  0.02   64    3.746  1.36e-01
  0.10   16    2.997  1.48e-01
  0.10   32    1.498  5.23e-02
  0.10   64    0.749  1.78e-03
  0.30   16    0.999  1.88e-02
  0.30   32    0.499  1.30e-03
  0.30   64    0.250  1.46e-05
sheet conductance, T = 300 K, tau = 10 fs: reference 1.96114 mS
  N = 16: energy order 0.40813 mS (-79.19 %), character order 1.96114 mS
  N = 32: energy order 0.64699 mS (-67.01 %), character order 1.96114 mS
  N = 64: energy order 1.18852 mS (-39.40 %), character order 1.96114 mS
```
